# Polaritons from QED Hartree-Fock linear response, part 1

(Sections cited here and not found follow in the second part.)

A QED Hartree-Fock calculation has converged for a molecule in a cavity, and the positions of the two absorption peaks near a bright transition are wanted. Three choices must be made. The cavity frequency has to be tuned to some matter energy, and the candidates (an orbital gap, an excitation energy of the free molecule, an excitation energy computed with the dipole self-energy) differ. The block that couples excitations to de-excitations, which contains the counter-rotating coupling and doubles the size of the eigenvalue problem, is either kept or dropped. And an imaginary root, if one appears, is either a bug or a statement about the reference state. All three are settled by the form of the response matrix and the symmetry of its spectrum.

## 1. The Hamiltonian

The nuclei are fixed. There is one lossless mode of frequency $\omega$, volume $V$ and real unit polarization $\mathbf n$, with a wavelength long compared with the molecule. Units are Gaussian, the electron charge is $-e$, and $\hat b^\dagger$ creates a photon. With the dipole operator $\hat{\mathbf d}$ of electrons and nuclei, define

$$\lambda=\sqrt{4\pi/V},\qquad \hat D=\lambda\,\mathbf n\cdot\hat{\mathbf d}.$$

The length-gauge Pauli-Fierz Hamiltonian, without the photon zero-point energy, is taken as the starting point:

$$\hat H=\hat H_e+\hbar\omega\,\hat b^\dagger\hat b-\sqrt{\hbar\omega/2}\;\hat D\,(\hat b+\hat b^\dagger)+\tfrac12\hat D^2 .$$

The product $\lambda\sqrt{\hbar\omega/2}=\sqrt{2\pi\hbar\omega/V}$ is the vacuum field amplitude in statV/cm. $\hat D$ has the dimension erg$^{1/2}$. The last term, $(2\pi/V)(\mathbf n\cdot\hat{\mathbf d})^2$, is the dipole self-energy.

## 2. Simplest case: one harmonically bound electron

Take $\hat H_e=\hat p^2/2m+\tfrac12m\omega_0^2\hat x^2$ along $\mathbf n$, so $\hat D=-e\lambda\hat x$. The Hamiltonian is quadratic and its Heisenberg equations are linear.

From $[\hat b,\hat b^\dagger]=1$, $i\hbar\,\dot{\hat b}=\hbar\omega\hat b-\sqrt{\hbar\omega/2}\,\hat D$. The adjoint equation is $i\hbar\,\dot{\hat b}^\dagger=-\hbar\omega\hat b^\dagger+\sqrt{\hbar\omega/2}\,\hat D$. Adding and subtracting,

$$i\hbar\frac{d}{dt}(\hat b+\hat b^\dagger)=\hbar\omega(\hat b-\hat b^\dagger),\qquad i\hbar\frac{d}{dt}(\hat b-\hat b^\dagger)=\hbar\omega(\hat b+\hat b^\dagger)-\sqrt{2\hbar\omega}\,\hat D .$$

Apply $i\hbar\,d/dt$ to the first, insert the second, and multiply by $\sqrt{\hbar\omega/2}$. With $\hat u=\sqrt{\hbar\omega/2}\,(\hat b+\hat b^\dagger)$ and $\sqrt{\hbar\omega/2}\sqrt{2\hbar\omega}=\hbar\omega$,

$$\ddot{\hat u}=-\omega^2(\hat u-\hat D).$$

The electron feels the potential $\tfrac12m\omega_0^2x^2+e\lambda x\,u+\tfrac12e^2\lambda^2x^2$, so $m\ddot x=-m\omega_0^2x-e\lambda u-e^2\lambda^2x$. Multiplying by $-e\lambda/m$,

$$\ddot{\hat D}=-\omega_0^2\hat D+\omega_p^2(\hat u-\hat D),\qquad \omega_p^2=\frac{e^2\lambda^2}{m}=\frac{4\pi e^2}{mV}.$$

The combination $u-D$ has a direct reading. Since $\lambda D=4\pi\,\mathbf n\cdot\mathbf d/V$ is $4\pi$ times the polarization, and $\lambda(u-D)$ is what pushes the electron, $\lambda u$ is the displacement field and $\lambda(u-D)$ the electric field. The length-gauge $\hat b$ quantizes the displacement field.

For motion $e^{-i\Omega t}$ the electron equation gives $D=\chi\,(u-D)$ with $\chi=\omega_p^2/(\omega_0^2-\Omega^2)$, hence $u=(1+\chi)(u-D)$. The photon equation gives $\Omega^2u=\omega^2(u-D)$. Together,

$$\Omega^2\,[1+\chi(\Omega)]=\omega^2 ,$$

the condition for a mode in a medium of dielectric function $1+\chi$. Clearing the denominator,

$$\Omega^4-(\omega_0^2+\omega_p^2+\omega^2)\,\Omega^2+\omega^2\omega_0^2=0 .$$

Only $\Omega^2$ appears, so roots come as $\pm\Omega$. The product $\Omega_+^2\Omega_-^2=\omega^2\omega_0^2$ and the sum are positive for any coupling, and the discriminant is at least $(\omega_0^2-\omega^2)^2$, so all roots are real.

**Test.** For $\omega_p\to0$ the quartic factors into $(\Omega^2-\omega^2)(\Omega^2-\omega_0^2)$. If the self-energy is left out, the electron equation loses $-\omega_p^2D$, the product becomes $\omega^2(\omega_0^2-\omega_p^2)$, and a spurious imaginary root appears for $\omega_p>\omega_0$. For the chosen inputs $\omega=0.9\,\omega_0$, $\omega_p^2=0.09\,\omega_0^2$ the sum is $1.9$ and the product $0.81$, so $\Omega^2/\omega_0^2=\tfrac12(1.9\mp\sqrt{3.61-3.24})$ and $\Omega/\omega_0=0.803655,\ 1.119883$, equal to the two lowest excitation energies from diagonalizing the full Hamiltonian.

## 3. Many electrons: the QED-HF reference

Use orthonormal spin orbitals, $i,j$ occupied, $a,b$ virtual, $p,q,r,s$ general, with operators $c_p^\dagger$, and two-electron integrals $(pq|rs)$ with $p,q$ on electron 1 and $p,r$ complex conjugated. Write $\hat D=\hat D_e+D_{\rm nuc}$ and

$$d_{pq}=-e\lambda\langle p|\mathbf n\cdot\mathbf r|q\rangle,\qquad q_{pq}=e^2\lambda^2\langle p|(\mathbf n\cdot\mathbf r)^2|q\rangle .$$

The square of a sum over electrons has same-electron terms, a one-body operator, and different-electron terms, a two-body operator:

$$\hat D_e^2=\sum_{pq}q_{pq}\,c_p^\dagger c_q+\sum_{pqrs}d_{pq}d_{rs}\,c_p^\dagger c_r^\dagger c_sc_q .$$

In a complete basis $q$ is the matrix product $dd$; in a finite basis it is not, and here $q$ means the integral above.

The trial state is a determinant times a coherent state, $|\Phi\rangle\otimes|z\rangle$ with $\hat b|z\rangle=z|z\rangle$. Its energy is

$$E=\langle\hat H_e\rangle+\hbar\omega|z|^2-\sqrt{\hbar\omega/2}\,\langle\hat D\rangle(z+z^*)+\tfrac12\langle\hat D^2\rangle .$$

Setting $\partial E/\partial z^*=0$ gives $\hbar\omega z=\sqrt{\hbar\omega/2}\,\langle\hat D\rangle$, so

$$z_0=\frac{D_0}{\sqrt{2\hbar\omega}},\qquad D_0=\langle\hat D\rangle,$$

which is real. Then $\hbar\omega z_0^2=\tfrac12D_0^2$ and $2z_0\sqrt{\hbar\omega/2}=D_0$, so the photon terms add to $\tfrac12D_0^2-D_0^2$ and

$$E=\langle\hat H_e\rangle+\tfrac12\big(\langle\hat D^2\rangle-\langle\hat D\rangle^2\big).$$

The constant $D_{\rm nuc}$ drops out of a variance. With the density matrix $P_{qp}=\langle c_p^\dagger c_q\rangle$, a determinant obeys $\langle c_p^\dagger c_r^\dagger c_sc_q\rangle=P_{qp}P_{sr}-P_{qr}P_{sp}$. The first product gives $(\mathrm{tr}\,dP)^2=\langle\hat D_e\rangle^2$, which cancels; the second gives $-\mathrm{tr}(dPdP)$. So the variance is $\mathrm{tr}(qP)-\mathrm{tr}(dPdP)$, and $F_{pq}=\partial E/\partial P_{qp}$ is

$$F=F_e+\tfrac12q-dPd ,$$

with $F_e$ the ordinary Fock matrix. The derivative of $\tfrac12\mathrm{tr}(dPdP)$ has two equal terms, which removes the $\tfrac12$. Stationarity under orbital rotation is $F_{ai}=0$. The frequency $\omega$ has disappeared: the orbitals depend on $\lambda$ only.

It is convenient to absorb $z_0$ by the unitary shift $\hat b\to\hat b+z_0$. The photon terms become $\hbar\omega[\hat b^\dagger\hat b+z_0(\hat b+\hat b^\dagger)+z_0^2]-\sqrt{\hbar\omega/2}\,\hat D(\hat b+\hat b^\dagger+2z_0)$. With $\hbar\omega z_0=\sqrt{\hbar\omega/2}\,D_0$ and the two identities above,

$$\hat H'=\hat H_e+\hbar\omega\hat b^\dagger\hat b-\sqrt{\hbar\omega/2}\,(\hat D-D_0)(\hat b+\hat b^\dagger)+\tfrac12(\hat D-D_0)^2 ,$$

and the reference is $|0\rangle=|\Phi\rangle|{\rm vac}\rangle$. From here $D_0$ is a fixed number. The matter part of $\hat H'$ has two-electron integrals

$$[pq|rs]=(pq|rs)+d_{pq}d_{rs},$$

and an extra one-electron operator $\tfrac12q-(D_0-D_{\rm nuc})\,d$. Its Fock matrix at the reference adds the Hartree term $d\,\mathrm{tr}(dP)=(D_0-D_{\rm nuc})\,d$ and the exchange term $-dPd$; the sum is the $F$ above.

**Test.** For the harmonic electron with an even orbital, $d_{ii}=0$, so $F_{ai}=(h+\tfrac12q)_{ai}-d_{ai}d_{ii}=(h+\tfrac12q)_{ai}$. The orbital is the ground state of an oscillator of frequency $\tilde\omega=\sqrt{\omega_0^2+\omega_p^2}$, and $z_0=0$. This frequency is not the resonance $\omega_0$ of $\chi$, a first sign that there is more than one tuning target: section 7 shows that the splitting is smallest at $\omega=\omega_0$, while photon and matter mix equally at $\omega=\tilde\omega$.

## 4. Energy to second order

Collect the excitation operators $\tau_\mu\in\{c_a^\dagger c_i,\ \hat b^\dagger\}$ and amplitudes $\xi=(\kappa_{ai},\gamma)$. Neighbouring product states are

$$|\Psi\rangle=e^{\hat G}|0\rangle,\qquad \hat G=\hat T-\hat T^\dagger,\qquad \hat T=\sum_\mu\xi_\mu\tau_\mu .$$

The electronic and photon parts of $\hat G$ commute, so this is a rotated determinant times the coherent state $z_0+\gamma$ of the original frame. Three facts are used: $\tau_\mu^\dagger|0\rangle=0$; the $\tau_\mu$ commute with each other; and $\tau_\mu^\dagger\tau_\nu|0\rangle=\delta_{\mu\nu}|0\rangle$, because $c_i^\dagger c_a$ acting on a single excitation must both empty the particle and fill the hole.

The commutator expansion is $E=E_0+\langle[\hat H',\hat G]\rangle+\tfrac12\langle[[\hat H',\hat G],\hat G]\rangle+\dots$. Since $\hat G|0\rangle=\hat T|0\rangle$ and $\langle0|\hat G=-\langle0|\hat T^\dagger$, the first-order term is $\langle\hat T^\dagger\hat H'\rangle+{\rm c.c.}$, made of $F_{ai}$ and $\langle\hat D-D_0\rangle$, both zero. The second-order term is $\tfrac12\langle\hat H'\hat G\hat G-2\hat G\hat H'\hat G+\hat G\hat G\hat H'\rangle$. The middle piece is $+\langle\hat T^\dagger\hat H'\hat T\rangle$. In the first, $\hat G\hat G|0\rangle=\hat T\hat T|0\rangle-\xi^\dagger\xi|0\rangle$, and the third is its conjugate. Therefore

$$E_2=\xi^\dagger\mathcal A\,\xi+\tfrac12\big(\xi^\dagger\mathcal B\,\xi^*+{\rm c.c.}\big),$$

$$\mathcal A_{\mu\nu}=\langle\tau_\mu^\dagger(\hat H'-E_0)\tau_\nu\rangle,\qquad \mathcal B_{\mu\nu}=\langle\tau_\mu^\dagger\tau_\nu^\dagger\hat H'\rangle .$$

$\mathcal A$ is Hermitian, and $\mathcal B$ is symmetric because the $\tau^\dagger$ commute. The same matrices are the double commutators $\mathcal A_{\mu\nu}=\langle[\tau_\mu^\dagger,[\hat H',\tau_\nu]]\rangle$ and $\mathcal B_{\mu\nu}=-\langle[\tau_\mu^\dagger,[\hat H',\tau_\nu^\dagger]]\rangle$: of the four terms in each, those with a $\tau^\dagger$ at the right end vanish, leaving $\langle\tau_\mu^\dagger\hat H'\tau_\nu\rangle-\delta_{\mu\nu}E_0$ and $\langle\tau_\mu^\dagger\tau_\nu^\dagger\hat H'\rangle$. A commutator is unchanged by adding the number $z_0$ to $\hat b$, so this form holds in the unshifted frame too.

**Matter blocks.** In the photon vacuum the coupling term has zero expectation. Normal order the matter part with respect to $\Phi$:

$$\hat H'_{\rm m}-E_0=\sum F_{pq}\{c_p^\dagger c_q\}+\tfrac12\sum[pq|rs]\{c_p^\dagger c_q\,c_r^\dagger c_s\},$$

where $c_q$ was moved two places inside the braces at no cost in sign. In $\langle c_i^\dagger c_a\{c_p^\dagger c_q\}c_b^\dagger c_j\rangle$ there are two full contractions. With $p=a$, $q=b$, the particle is moved and the holes must match: $F_{ab}\delta_{ij}$. With $p=j$, $q=i$ and $a=b$, normal order gives $\{c_j^\dagger c_i\}=-c_ic_j^\dagger$, which moves the hole: $-F_{ji}\delta_{ab}$. In the two-body term the creators must be $a$ and $j$; the two ways of assigning them to $p,r$ are equal by $[pq|rs]=[rs|pq]$ and cancel the $\tfrac12$. Fix $p=a$, $r=j$. If $q=i$, $s=b$, the pair $c_a^\dagger c_i$ closes on the left and $c_j^\dagger c_b$ on the right, each with $+1$. If $q=b$, $s=i$, exchanging the two annihilators in the braces returns that case with a minus sign. For $\mathcal B$ the one-body term cannot reach a double excitation, and the two-body term has $p=a$, $r=b$ with $(q,s)=(i,j)$ or, with a minus sign, $(j,i)$. So

$$A_{ai,bj}=F_{ab}\delta_{ij}-F_{ji}\delta_{ab}+[ai|jb]-[ab|ji],\qquad B_{ai,bj}=[ai|bj]-[aj|bi].$$

**Mixed and photon blocks.** Only the coupling term connects them. With $\langle c_i^\dagger c_a(\hat D-D_0)\rangle=d_{ai}$ and the vacuum values $\langle(\hat b+\hat b^\dagger)\hat b^\dagger\rangle=1=\langle\hat b(\hat b+\hat b^\dagger)\rangle$,

$$\mathcal A_{ai,\gamma}=\mathcal B_{ai,\gamma}=g_{ai}=-\sqrt{\hbar\omega/2}\;d_{ai},\qquad \mathcal A_{\gamma\gamma}=\hbar\omega,\qquad \mathcal B_{\gamma\gamma}=0 .$$

The last holds because $\hat H'$ has no term creating two photons. $\mathcal A_{ai,\gamma}$ turns a photon into an excitation; $\mathcal B_{ai,\gamma}$ creates both together and is the counter-rotating coupling. They have the same size. With $Z=(\xi,\xi^*)$,

$$E_2=\tfrac12Z^\dagger MZ,\qquad M=\begin{pmatrix}\mathcal A&\mathcal B\\ \mathcal B^*&\mathcal A^*\end{pmatrix},\qquad \mathcal A=\begin{pmatrix}A&g\\ g^\dagger&\hbar\omega\end{pmatrix},\quad \mathcal B=\begin{pmatrix}B&g\\ g^T&0\end{pmatrix},$$

since $\xi^T\mathcal A^*\xi^*=\xi^\dagger\mathcal A\xi$ (it is the conjugate of a real number). $M$ is Hermitian and is the Hessian of the QED-HF energy.

**Test.** For linear H$_3^+$ (STO-3G, nuclei at $0$, $0.9$, $1.9$ Å, $\lambda=0.1$ in atomic units, $\hbar\omega=0.5\,E_h$, giving $z_0=0.19523$), with occupied and virtual spin orbitals scrambled by complex unitary matrices so that every index order matters, the formulas agree with double commutators of explicit Fock-space matrices to $3.3\times10^{-16}\,E_h$. The second derivative of the energy along a random complex direction is $0.997325\,E_h$ both by finite differences and from $Z^\dagger MZ$.

## 5. Equations of motion

Let $\xi$ depend on time and add a weak Hermitian perturbation $f(t)\hat V$ with real $f$. The time-dependent variational principle makes $\int L\,dt$ stationary, with $L=\langle\Psi|i\hbar\partial_t-\hat H'-f\hat V|\Psi\rangle$. To second order $|\Psi\rangle=(1-\tfrac12\xi^\dagger\xi)|0\rangle+\hat T|0\rangle+\tfrac12\hat T^2|0\rangle$, the three pieces being orthogonal. Then $\langle\Psi|\partial_t\Psi\rangle=-\tfrac12\partial_t(\xi^\dagger\xi)+\xi^\dagger\dot\xi=\tfrac12(\xi^\dagger\dot\xi-\dot\xi^\dagger\xi)$. To first order $\langle\hat V\rangle$ changes by $\xi^\dagger v+v^\dagger\xi$, with $v_\mu=\langle\tau_\mu^\dagger\hat V\rangle$. Dropping constants,

$$L=\tfrac{i\hbar}{2}(\xi^\dagger\dot\xi-\dot\xi^\dagger\xi)-E_2-f(\xi^\dagger v+v^\dagger\xi).$$

Here $\partial L/\partial\xi^*=\tfrac{i\hbar}2\dot\xi-\mathcal A\xi-\mathcal B\xi^*-fv$, where the symmetry of $\mathcal B$ removed the $\tfrac12$, and $\partial L/\partial\dot\xi^*=-\tfrac{i\hbar}2\xi$. The Euler-Lagrange equation and its conjugate are

$$i\hbar\dot\xi=\mathcal A\xi+\mathcal B\xi^*+fv,\qquad -i\hbar\dot\xi^*=\mathcal B^*\xi+\mathcal A^*\xi^*+fv^*,$$

or, with $\sigma=\mathrm{diag}(1,-1)$ in blocks and $\tilde v=(v,v^*)$,

$$i\hbar\,\sigma\dot Z=MZ+f\tilde v .$$

Written out, the upper half is

$$i\hbar\dot\kappa=A\kappa+B\kappa^*+g(\gamma+\gamma^*)+fv_\kappa,\qquad i\hbar\dot\gamma=\hbar\omega\gamma+g^\dagger\kappa+g^T\kappa^*+fv_\gamma .$$

The orbitals are driven by the displacement field $\gamma+\gamma^*$, the photon by the induced dipole. For the Fourier component $e^{-i\Omega t}$, $(\hbar\Omega\sigma-M)Z_\Omega=f_\Omega\tilde v$. An observable $\hat O$ changes by $\tilde o^\dagger Z$, with $\tilde o$ built like $\tilde v$, so the response function is

$$\langle\langle\hat O;\hat V\rangle\rangle_\Omega=\tilde o^\dagger(\hbar\Omega\,\sigma-M)^{-1}\tilde v .$$

Its poles are the solutions of $MZ=E\sigma Z$, $E=\hbar\Omega$, $Z=(X,Y)$. In a single Fourier component $Y$ is not $X^*$: it is the conjugate of the component of $\xi$ at frequency $-\Omega$.

**Test.** At $\lambda=0$ the photon block is $\mathrm{diag}(\hbar\omega,\hbar\omega)$ with metric $\mathrm{diag}(1,-1)$, giving $E=\pm\hbar\omega$, and the matter block is time-dependent Hartree-Fock.

## 6. The paired spectrum

**First symmetry.** Let $\Sigma$ swap the upper and lower halves. Conjugating $M$ and swapping rows and columns of blocks restores it, $\Sigma M^*\Sigma=M$, while $\Sigma\sigma\Sigma=-\sigma$. Conjugate $MZ=E\sigma Z$, multiply by $\Sigma$ and insert $\Sigma^2=1$:

$$M(\Sigma Z^*)=-E^*\,\sigma(\Sigma Z^*).$$

Each solution $(X,Y,E)$ has a partner $(Y^*,X^*,-E^*)$. The two are one physical motion: their sum has upper half $\xi=Xe^{-i\Omega t}+Y^*e^{i\Omega^*t}$ and lower half $\xi^*$, as $Z$ requires.

**Second symmetry.** Since $M$ and $\sigma$ are Hermitian, $\det(E\sigma-M)^*=\det(E^*\sigma-M)$, so $E^*$ is a root with $E$. In general roots come as $E,\,E^*,\,-E,\,-E^*$, which reduces to a pair when $E$ is real or imaginary.

**Symplectic form.** Put $\xi=(\eta+i\pi)/\sqrt2$ with real vectors, $w=(\eta,\pi)$, $Z=\mathcal Uw$:

$$\mathcal U=\frac1{\sqrt2}\begin{pmatrix}1&i\\1&-i\end{pmatrix},\qquad \mathcal U^\dagger\sigma\,\mathcal U=\frac12\begin{pmatrix}0&2i\\-2i&0\end{pmatrix}=iJ,\qquad J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}.$$

Define $K=\mathcal U^\dagger M\mathcal U$. Because $\mathcal U^*=\Sigma\mathcal U$, $K^*=\mathcal U^\dagger\Sigma M^*\Sigma\,\mathcal U=K$: it is real, and being Hermitian, symmetric. The free equation times $\mathcal U^\dagger$ is $-\hbar J\dot w=Kw$, and multiplying by $J$ with $J^2=-1$,

$$\hbar\dot w=JKw .$$

These are Hamilton's equations for the energy $\tfrac12w^TKw$, with orbital rotations and photon displacement in one phase space. The flow $S=e^{JKt/\hbar}$ obeys $\hbar\,\frac{d}{dt}(S^TJS)=S^T(KJ^TJ+JJK)S=S^T(K-K)S=0$, so $S^TJS=J$ at all times, whether or not the reference is stable.

**Reality.** Suppose $M>0$, meaning the reference is a strict minimum in all directions, complex and spin-breaking ones included. Factor $M=LL^\dagger$ with $L$ invertible. Multiply $\sigma MZ=EZ$ by $L^\dagger$: $W=L^\dagger Z$ is an eigenvector of $L^\dagger\sigma L$, which is Hermitian and invertible. All $E_n$ are thus real and nonzero, with orthonormal $W_n$. Set $Z_n=\sqrt{|E_n|}\,(L^\dagger)^{-1}W_n$. Then $Z_m^\dagger MZ_n=|E_n|\delta_{mn}$, and this equals $E_nZ_m^\dagger\sigma Z_n$, so

$$Z_m^\dagger\sigma Z_n=s_n\delta_{mn},\qquad s_n=\mathrm{sign}\,E_n .$$

Positive poles have $X^\dagger X-Y^\dagger Y=+1$, and by pairing half the poles are positive. With the positive solutions as columns of $X,Y$, the matrix $\mathcal Z=\begin{pmatrix}X&Y^*\\Y&X^*\end{pmatrix}$ obeys $\mathcal Z^\dagger\sigma\mathcal Z=\sigma$: a Bogoliubov transformation, the complex form of a symplectic matrix. It follows that $\mathcal Z^{-1}=\sigma\mathcal Z^\dagger\sigma$ and $\mathcal Z\sigma\mathcal Z^\dagger=\sigma$. From $(E\sigma-M)\mathcal Z=\sigma\mathcal Z\,\mathrm{diag}(E-E_n)$, inversion gives

$$(E\sigma-M)^{-1}=\sum_n\frac{s_nZ_nZ_n^\dagger}{E-E_n}.$$

Let $x_n,y_n$ be the photon components of $X_n,Y_n$. The upper photon diagonal element of $\mathcal Z\sigma\mathcal Z^\dagger=\sigma$ reads

$$\sum_{E_n>0}w_n=1,\qquad w_n=|x_n|^2-|y_n|^2 .$$

One photon is shared among the poles. A pole with $w_n$ away from both $0$ and $1$ is a polariton. The weight uses the minus sign of the metric; normalizing eigenvectors to unit Euclidean length breaks the sum rule.

The QED-HF response matrix has been derived, and its poles have been shown to come in pairs and to be real when the reference is a strict energy minimum, with one photon's weight shared among the positive poles. What remains is to see what imaginary roots say about the reference, to eliminate the photon and so settle the tuning and the cost of dropping $\mathcal B$, and to work through water as an example.
